# Wind-valence tensor at the saddle point of an fcc vacancy jump

## 1. Definitions and conventions

An atom in an fcc metal with lattice parameter $a$ jumps into a nearest-neighbour vacancy along $[110]$. At the midpoint of the jump both end sites are empty. The origin is placed on the moving atom, and the principal frame is

$$\mathbf e_1=\tfrac{1}{\sqrt2}(1,1,0),\qquad \mathbf e_2=\tfrac{1}{\sqrt2}(1,-1,0),\qquad \mathbf e_3=(0,0,1).$$

The wind force is the force that current-carrying electrons exert on the atom. To first order in a uniform field $\mathbf E$ it defines the wind valence $Z$:

$$F_i=e\sum_j Z_{ij}E_j,\qquad e>0. \tag{1}$$

The first index belongs to the force, the second to the field. The electron charge is $-e$, so a negative valence means a force against $\mathbf E$, along the electron flow. The direct force of the field on the ion is not part of $Z$.

The bulk crystal is cubic, with no magnetic field or magnetic order. The surroundings of the atom, relaxed or thermally averaged, are assumed to keep the symmetry of the ideal saddle. $Z_{ij}=Z_{ji}$ is not assumed.

The result is

$$Z^{\text{saddle}}=\begin{pmatrix}Z_1&0&0\\0&Z_2&0\\0&0&Z_3\end{pmatrix}\ \text{in }(\mathbf e_1,\mathbf e_2,\mathbf e_3),\qquad Z^{\text{cubic}}=Z_0\,\mathbb 1. \tag{2}$$

"Independent" means that no symmetry relates $Z_1,Z_2,Z_3$; particular parameters may still make two of them equal. "Cubic site" means a lattice site with its full cubic surroundings, without a vacancy beside it.

The saddle tensor is not diagonal along the cube axes. From $Z=\sum_n Z_n\mathbf e_n\mathbf e_n^T$,

$$Z_{xx}=Z_{yy}=\frac{Z_1+Z_2}{2},\qquad Z_{xy}=Z_{yx}=\frac{Z_1-Z_2}{2},\qquad Z_{zz}=Z_3, \tag{3}$$

and the other elements vanish.

## 2. Symmetry of the saddle

The midpoint is $\mathbf m=\frac a4(1,1,0)$ from the starting site. Relative to it, the empty ends lie at $\pm\frac{a}{2\sqrt2}\mathbf e_1$. The four atoms that neighbour both ends form a gate at

$$\pm\frac{a}{2\sqrt2}\,\mathbf e_2\pm\frac a2\,\mathbf e_3 ,$$

with all four sign combinations. The gate is a rectangle with sides $a/\sqrt2$ and $a$, not a square, so $\mathbf e_2$ and $\mathbf e_3$ are inequivalent.

A symmetry operation must map the crystal onto itself, so its linear part $R$ is one of the 48 signed permutations of the cube axes. It must also map the pair of ends onto itself, so $R\mathbf m=\pm\mathbf m$. This leaves the choice of exchanging $x$ and $y$ or not, one common sign for both, and one sign for $z$: eight operations. Each is a symmetry of the crystal about $\mathbf m$, because $\mathbf r\to R(\mathbf r-\mathbf m)+\mathbf m$ contains the translation $\mathbf m-R\mathbf m$, which is zero or the lattice vector $2\mathbf m$. In the principal frame the eight are

$$R=\mathrm{diag}(s_1,s_2,s_3),\qquad s_i=\pm1,$$

which is the group mmm.

Let $C$ denote the configuration around the atom, crystal included. Rotating or reflecting both $C$ and the field does the same to the force:

$$Z(RC)\,R\mathbf E=R\,Z(C)\,\mathbf E\ \text{ for every }\mathbf E\quad\Rightarrow\quad Z(RC)=R\,Z(C)\,R^T. \tag{4}$$

If $RC=C$, then $Z=RZR^T$. For the sign operations this reads

$$Z_{ij}=s_is_jZ_{ij}.$$

For $i\ne j$, the mirror with $s_i=-1$ and the other signs positive gives $Z_{ij}=-Z_{ij}=0$. For $i=j$ the factor is $s_i^2=1$, and nothing is restricted. This proves the diagonal form.

The number of free components follows from a trace. Averaging $RXR^T$ over the group projects any matrix $X$ onto the invariant ones. The trace of a projector is the dimension of its range, and the trace of $X\to RXR^T$ is $(\mathrm{tr}R)^2$. In mmm, identity and inversion have $\mathrm{tr}R=\pm3$, the three twofold rotations $-1$, and the three mirrors $+1$:

$$N=\frac1{|G|}\sum_R(\mathrm{tr}R)^2=\frac{9+9+3+3}{8}=3. \tag{5}$$

At a cubic site, the twofold rotations about the cube axes remove the off-diagonal elements. The threefold rotation about $[111]$ carries $x\to y\to z\to x$ and makes the diagonal ones equal, so $Z=Z_0\mathbb 1$.

The starting site beside the vacancy is not cubic. The two ends of the jump line now differ, which leaves the four operations with $s_1=+1$, the group mm2. Its mirrors $s_2=-1$ and $s_3=-1$ still remove every off-diagonal element, and (5) gives $(9+1+1+1)/4=3$. The same group holds at every point of a straight jump except the midpoint, so the principal axes stay fixed along the path. A search over atomic positions found 8, 4 and 48 operations for saddle, starting site and cubic site, with 3, 3 and 1 free components.

## 3. A microscopic model

Symmetry permits three different values. To show that no hidden relation ties them together, a model is needed: free electrons of density $n$ and relaxation time $\tau$, with point scatterers for the moving atom (index 0), the two vacancies and the four gate atoms. A regular host atom does not scatter here. The gate phase shift stands for the departure of these atoms from their state in the perfect crystal.

**Distribution.** The field changes the wave vector at the rate $\hbar\dot{\mathbf k}=-e\mathbf E$. In the steady state $\dot{\mathbf k}\cdot\nabla_kf_0=-\delta f/\tau$. With $\nabla_kf_0=\hbar\mathbf v\,f_0'$ and $f_0'=-\delta(\varepsilon-\varepsilon_F)$,

$$\delta f=-e\tau\,\mathbf E\cdot\mathbf v\;\delta(\varepsilon-\varepsilon_F). \tag{6}$$

**Force of one state.** The atom at $\mathbf R$ has the potential $V(\mathbf r-\mathbf R)$, and the force on it is minus the derivative of the energy with respect to $\mathbf R$. Since $\partial V/\partial\mathbf R=-\nabla V$, an integration by parts gives

$$\mathbf F=\int|\psi|^2\nabla V\,d^3r=-2\,\mathrm{Re}\int V\psi\,\nabla\psi^*\,d^3r .$$

An s-wave scatterer with phase shift $\delta$ has amplitude $f=e^{i\delta}\sin\delta/k$. It turns the wave $\varphi$ arriving from outside into $\psi=\varphi+f\varphi(\mathbf R)\,e^{ikr}/r$, with $r$ measured from $\mathbf R$. Because $(\nabla^2+k^2)(e^{ikr}/r)=-4\pi\delta(\mathbf r)$, the Schrödinger equation $(\nabla^2+k^2)\psi=(2m/\hbar^2)V\psi$ identifies

$$V\psi=-\frac{2\pi\hbar^2}{m}f\varphi(\mathbf R)\,\delta(\mathbf r-\mathbf R).$$

The gradient of the atom's own outgoing wave is odd about $\mathbf R$. It averages to zero over the source, taken as the limit of a small sphere. What remains is

$$\mathbf F=\frac{4\pi\hbar^2}{m}\,\mathrm{Re}\big[f\,\varphi\,\nabla\varphi^*\big]. \tag{7}$$

**Exciting waves.** With $h(r)=e^{ikr}/r$, the waves reaching the scatterers obey

$$\varphi_i=e^{i\mathbf k\cdot\mathbf R_i}+\sum_{j\ne i}h(|\mathbf R_i-\mathbf R_j|)\,f_j\varphi_j, \tag{8}$$

a linear system for each direction of $\mathbf k$. At the moving atom, $\mathbf R_0=0$, and the vector from source $j$ is $-\mathbf R_j$. Therefore

$$\nabla\varphi_0=i\mathbf k-\sum_{j\ne0}\Big(ik-\frac1{R_j}\Big)h(R_j)\,\hat{\mathbf R}_j\,f_j\varphi_j. \tag{9}$$

Equation (7) was tested against the momentum carried through a sphere of radius 0.05 nm around the atom. Outside the scatterers the momentum flux is

$$\Pi_{ij}=\frac{\hbar^2}{m}\Big\{\mathrm{Re}[\partial_i\psi^*\partial_j\psi]-\tfrac12\delta_{ij}\big(|\nabla\psi|^2-k^2|\psi|^2\big)\Big\}.$$

It gives $k_ik_j\hbar^2/m$ for a plane wave and has zero divergence when $\nabla^2\psi=-k^2\psi$. The force is $-\oint\Pi_{ij}n_j\,dS$. For incidence along $(0.48,0.60,0.64)$ in cube axes and the parameters of Section 5, both routes give $(0.619,0.739,1.081)\,\hbar^2/m$ at unit incident density.

**Sum over states.** With two spins, $d^3k=k^2dk\,d\Omega$ and $dk=d\varepsilon/(\hbar v)$, the speed cancels:

$$F_i=2\int\frac{d^3k}{(2\pi)^3}\,\delta f\,F_i(\mathbf k)=-\frac{e\tau k_F^2}{4\pi^3\hbar}\sum_jE_j\int d\Omega\,\hat k_j\,F_i(\hat{\mathbf k}).$$

Inserting (7) and the mean free path $l=\hbar k_F\tau/m$ gives the working formula

$$Z_{ij}=-\frac{l\,k_F}{\pi^2}\int d\Omega\;\hat k_j\,\mathrm{Re}\big[f_0\varphi_0\,\partial_i\varphi_0^*\big]. \tag{10}$$

**Lone atom.** Here $\varphi_0=1$, $\nabla\varphi_0=i\mathbf k$, and the bracket is $k_i\,\mathrm{Im}f_0=\hat k_i\sin^2\delta_0$. With $\int\hat k_i\hat k_j\,d\Omega=\frac{4\pi}{3}\delta_{ij}$,

$$Z_{ij}=-\frac{4}{3\pi}k_Fl\sin^2\delta_0\,\delta_{ij}=-n\sigma l\,\delta_{ij},\qquad \sigma=\frac{4\pi\sin^2\delta_0}{k_F^2},\quad n=\frac{k_F^3}{3\pi^2}. \tag{11}$$

## 4. Weak scattering: three unrelated components

For small phase shifts, $f_j\simeq\delta_j/k+i\delta_j^2/k$. The first-order part of the bracket in (10), $\mathrm{Re}[-i\delta_0\hat k_a]$, vanishes. The second-order part is

$$\delta_0^2\hat k_a+\sum_{j\ne0}\frac{\delta_0\delta_j}{k^2}\,\mathrm{Re}\big[-ik_a\,h\,e^{i\theta}+(\partial_ah)^*e^{-i\theta}\big],\qquad\theta=\mathbf k\cdot\mathbf R_j .$$

Write $h=c+iks$, where $c=\cos(k\rho)/\rho$ and $s=j_0(k\rho)=\sin(k\rho)/(k\rho)$. Here $\boldsymbol\rho=-\mathbf R_j$, and $\partial_a$ acts on $\boldsymbol\rho$. The real part is

$$k_a(c\sin\theta+ks\cos\theta)+\partial_ac\,\cos\theta-k\,\partial_as\,\sin\theta .$$

It is multiplied by $\hat k_b$ and integrated over all directions, so terms even in $\mathbf k$ drop out. Those are the two with $c$. The others follow from $\int d\Omega\cos(\mathbf k\cdot\boldsymbol\rho)=4\pi s$ by differentiation. Two derivatives give the first integral; one derivative, with $\theta=-\mathbf k\cdot\boldsymbol\rho$, gives the second:

$$\int d\Omega\,\hat k_a\hat k_b\cos\theta=-\frac{4\pi}{k^2}\partial_a\partial_bs,\qquad\int d\Omega\,\hat k_b\sin\theta=\frac{4\pi}{k}\partial_bs .$$

The sum is $-4\pi(s\,\partial_a\partial_bs+\partial_as\,\partial_bs)=-2\pi\,\partial_a\partial_bs^2$. With $\mathbf x_j=k_F\mathbf R_j$ and derivatives now with respect to $\mathbf x$,

$$Z_{ab}=-\frac{4lk_F}{\pi}\,\delta_0\Big[\frac{\delta_0}{3}\delta_{ab}+\sum_{j\ne0}\delta_jB_{ab}(\mathbf x_j)\Big],\qquad B_{ab}=-\tfrac12\,\partial_a\partial_b\,j_0(x)^2. \tag{12}$$

For $u(x)=j_0(x)^2$ the derivatives are

$$\partial_a\partial_bu=\frac{u'}{x}(\delta_{ab}-\hat x_a\hat x_b)+u''\hat x_a\hat x_b. \tag{13}$$

The two ends have $\hat{\mathbf x}=\pm\mathbf e_1$. Their summed $B$ has diagonal $(p,q,q)$, with $p=-u''$ and $q=-u'/x$. They separate $Z_1$ from the other two but leave $Z_2=Z_3$, as expected for a linear complex in a uniform electron gas. The gate atoms have $\hat x_2^2=\frac13$ and $\hat x_3^2=\frac23$. Their off-diagonal terms cancel among the four signs, and their diagonal is $(r,s_g,t)$ with

$$t-s_g=-\tfrac23\Big(u''-\frac{u'}{x}\Big).$$

The bracket in (12) is a linear map $M$ from $(\delta_0,\delta_v,\delta_g)$ to three numbers. Its determinant is

$$\det M=\frac13\begin{vmatrix}1&1&1\\p&q&q\\r&s_g&t\end{vmatrix}=\frac13(q-p)(t-s_g). \tag{14}$$

For the geometry of Section 5 this is not zero. Including the prefactor $\delta_0$, the Jacobian from phase shifts to valences is proportional to $2\delta_0^3\det M$, also nonzero. Small independent changes of the phase shifts therefore move $(Z_1,Z_2,Z_3)$ in every direction, and no smooth relation can hold among them. This completes the proof of independence.

**Long waves.** For $x\ll1$, $j_0^2=1-x^2/3+2x^4/45-\dots$ gives

$$B_{ab}=\tfrac13\delta_{ab}-\tfrac{4}{45}\big(x^2\delta_{ab}+2x_ax_b\big)+\dots$$

At this order, a complex much smaller than the electron wavelength acts as one isotropic scatterer, and the relative splitting grows as $(k_FR)^2$, provided the sum of all phase shifts, the moving atom included, does not nearly vanish. If it does, the leading isotropic term cancels, the $(k_FR)^2$ terms are left, and the relative splitting can be of order one. Near-isotropy requires $|\delta_j|\ll k_FR\ll1$. The quadratic law requires more, $|\delta_j|\ll(k_FR)^3$, because numerical solution of (8)–(10) shows a further relative splitting of order $|\delta_j|/(k_FR)$. If the complex shrinks at fixed phase shifts, multiple scattering becomes strong and both rules fail. Thus mmm symmetry alone does not guarantee a large anisotropy.

## 5. Worked example

The inputs are rough values in the regime of a copper interconnect: $a=0.36$ nm, one free electron per atom, resistivity $2.2\ \mu\Omega\,$cm, 373 K and 1 MA/cm². The phase shifts $\delta_0=0.3$, $\delta_v=-0.2$ and $\delta_g=-0.1$ are round choices, not calculated for copper.

The density $n=4/a^3=85.7$ nm⁻³ gives $k_F=(3\pi^2n)^{1/3}=13.64$ nm⁻¹. From $\tau=m/(ne^2\rho_{\rm el})=18.8$ fs, with $\rho_{\rm el}$ the resistivity, $l=29.7$ nm. A lone atom has $\sigma=0.00590$ nm² and $Z=-85.7\times0.00590\times29.7=-15.0$.

The summed geometry factors along axes 1, 2, 3 are $(-0.263,\,0.276,\,0.276)$ for the ends and $(0.020,\,-0.155,\,-0.331)$ for the gate. The prefactor in (12) is $4lk_F\delta_0/\pi\simeq155$, so

$$\begin{aligned}
Z_1&\simeq-155\,(0.100+0.0526-0.0020)=-23.3,\\
Z_2&\simeq-155\,(0.100-0.0552+0.0155)=-9.3,\\
Z_3&\simeq-155\,(0.100-0.0552+0.0331)=-12.1.
\end{aligned}$$

Full multiple scattering, equations (8)–(10), gives

$$Z_1=-17.6,\qquad Z_2=-10.4,\qquad Z_3=-13.1 .$$

The weak formula keeps the order of the components. Relative to the full result, it overestimates $|Z_1|$ by 33% and underestimates $|Z_2|$ and $|Z_3|$ by 10% and 8%. With all phase shifts multiplied by $10^{-4}$, the two calculations agree within $10^{-3}$ of the largest component.

The sign of the end contribution can be read from (12). Since $j_0$ is the angular average of $e^{i\mathbf k\cdot\boldsymbol\rho}$, $B_{11}$ is the average of $\frac12(\hat k_1-\hat k_1')^2\cos[(\mathbf k-\mathbf k')\cdot\boldsymbol\rho]$ over incoming and outgoing directions. The weight favours large momentum transfers along the jump. The phase there reaches $2k_F\times0.127\ \text{nm}=3.5$, where the cosine is negative. The computed sum for the two ends, $-0.263$, shows that the negative part prevails. A repulsive vacancy next to an attractive atom therefore increases $|Z_1|$ at this order.

In cube axes, (3) gives $Z_{xx}=-14.0$, $Z_{xy}=-3.6$ and $Z_{zz}=-13.1$. A field along $[100]$ produces a force tilted by $\arctan(3.6/14.0)=14^\circ$ from $-\mathbf E$. For comparison, an impurity at a cubic site with $\delta_0=0.3$ and twelve neighbours of phase shift $-0.1$ has $Z_0=-17.2$ in every direction. Its closeness to $Z_1$ follows from no relation derived here.

## 6. Use in a jump-rate calculation

With the surroundings held rigid, the work of the wind force along the jump contains $Z_1$ alone, because $\mathbf e_1\cdot Z\mathbf E=Z_1E_1$. Let $\mathbf d$ be the jump vector. If the wind force is the only bias, the direct force being left out, and keeps its saddle value between site and saddle, a distance $d/2$, the rate is

$$\Gamma_{\mathbf d}=\Gamma_0\exp\!\Big(\frac{eZ_1\,\mathbf d\cdot\mathbf E}{2k_BT}\Big).$$

The twelve jump vectors satisfy $\sum d_ad_b=\frac{12}{3}d^2\delta_{ab}=4d^2\delta_{ab}$. To first order in the field, and without correlations between jumps, the drift velocity is

$$\mathbf v=\sum_{\mathbf d}\mathbf d\,\Gamma_{\mathbf d}=\frac{2\Gamma_0d^2}{k_BT}\,eZ_1\mathbf E=\frac{D}{k_BT}\,eZ_1\mathbf E,\qquad D=\frac16\sum_{\mathbf d}d^2\Gamma_0=2\Gamma_0d^2. \tag{15}$$

The drift is isotropic although each saddle is not. Adding the twelve biased rates, each with its own tensor, for a field along $(0.2,0.5,0.9)$ returned the valence $-17.6$ along the field. $Z_2$ and $Z_3$ describe sideways forces and drop out of this bias.

In the example, $E=2.2$ V/cm. For a field along the jump the force is $-17.6\times2.2\times10^{-7}$ V/nm $\times\,e=-3.9\ \mu$eV/nm, or $-0.62$ fN. Over 0.127 nm the work is $-0.49\ \mu$eV, against $k_BT=32$ meV. The linear expansion is therefore well justified.

The constant-force assumption is weaker. At 0.02 nm from the midpoint, with the scatterers held fixed, $Z_1$ is already $-16.4$, a change of 7%. It is $-13.0$ at 0.04 nm and $-7.3$ at 0.06 nm, and it changes sign near 0.08 nm, where the point vacancy is close and the model is no longer reliable. The saddle value is therefore not an estimate of the path average. A quantitative rate needs the average of $Z_1$ from site to saddle. The point model cannot supply it, since the atom would run into the vacancy scatterer. If neighbours move during the jump, the work on them must be added.

## 7. Limits of the numbers

Each change below is made alone, with the other inputs fixed.

- **Higher partial waves.** With s and p waves, the transport cross section is proportional to $\sin^2\delta_0+3\sin^2\delta_p-2\sin\delta_0\sin\delta_p\cos(\delta_0-\delta_p)$. An assumed $\delta_p=0.1$ multiplies the lone-atom valence by 0.68, and $\delta_p=-0.1$ multiplies it by about 2.0.
- **Surroundings.** Four farther atoms with the gate phase shift change $Z_2$ to $-9.4$. Continuing shell by shell to 34 farther atoms moves $Z_1$ between $-15.1$ and $-17.7$, $Z_2$ between $-8.5$ and $-11.1$, and $Z_3$ between $-10.8$ and $-13.4$. Up to that size the order of the components is kept, but it is not robust: with 78 to 92 farther atoms $Z_1\approx-14.5$, $Z_2\approx-11.4$ to $-11.5$ and $Z_3\approx-10.7$, so $Z_2$ and $Z_3$ change places. The values, and the order of $Z_2$ and $Z_3$, belong to the chosen cluster. Moving the gate outward by 5% changes $Z_3$ to $-12.0$.
- **Direct force.** A direct valence of $+1$ would offset 6% of $|Z_1|$ and 10% of $|Z_2|$.
- **Anisotropic mean free path.** A cubic variation from 0.87 to 1.2 of the mean leaves the tensor diagonal and changes $Z_2$ by 3%.
- **Thermal displacement.** Shifting the moving atom alone by 0.01 nm along each principal axis changes $Z_1$ by 1% and creates off-diagonal elements up to 0.07. They differ under transposition by up to 0.03, so symmetry of $Z$ should not be imposed on a distorted configuration. These changes are small because the atom sits at an inversion centre, where first-order changes vanish. Random displacements of the four gate atoms, 0.01 nm rms along each axis, act at first order: the largest off-diagonal element is typically about 0.3, and $Z_3$ fluctuates by about 0.5 rms.
- **Charge.** For separate scatterers the s-wave Friedel sum is $\frac2\pi(0.3-0.4-0.4)=-0.32$; multiple scattering within the complex changes it to $-0.30$. A complex lacking one monovalent atom requires $-1$. The phase shifts are thus illustrative, and so are the absolute valences.

Beside a real copper line, the lattice parameter, resistivity and current density are of typical order. Narrow lines are more resistive than bulk copper. In this model $Z\propto l\propto1/\rho_{\rm el}$, so doubling the resistivity halves $Z_1$ to about $-8.8$. At fixed current density the force $eZ_1\rho_{\rm el}j$ is unchanged, provided the added scattering keeps the mean free path isotropic. The more serious departure is that much of the transport in such lines runs along interfaces and grain boundaries. Those saddles generally lack mmm symmetry; all nine components may then occur, and the present values cannot be carried over. The saddle form in (2) applies to nearest-neighbour vacancy jumps in a bulk fcc metal, under the symmetry assumptions of Section 1; the magnitudes require scattering calculated for the actual metal. The numerical output of the main calculation follows; the shell series, the random gate displacements, the multiple-scattering Friedel sum and the long-wave scaling are not listed in it.

## Computed values

```
Lattice parameter: 0.36 nm
Resistivity: 2.2 microohm cm
Temperature: 373 K
Current density: 1 MA/cm2
Phase shifts atom, vacancy, gate: 0.3 -0.2 -0.1 rad
Group orders saddle, start, cubic: 8 4 48
Free tensor components, same order: 3 3 1
Free vector components, same order: 0 1 0
Electron density: 85.73 nm^-3
Fermi wave number: 13.64 nm^-1
Fermi energy: 7.09 eV
Relaxation time: 18.81 fs
Mean free path: 29.71 nm
Jump length: 0.2546 nm
Distance atom to vacancy: 0.1273 nm
Distance atom to gate atom: 0.2205 nm
Lone-atom cross section: 0.005898 nm^2
Lone-atom valence: -15.02
Saddle Z1, Z2, Z3: -17.59 -10.38 -13.07
Cube-axis Zxx, Zxy, Zzz: -13.99 -3.605 -13.07
Cubic-site Z0: -17.23
Independence determinant: 0.03073
Weak geometry, two ends, axes 1 2 3: -0.2632 0.2762 0.2762
Weak geometry, four gates, axes 1 2 3: 0.02039 -0.1554 -0.3313
Weak-scattering Z1, Z2, Z3: -23.32 -9.337 -12.06
Momentum-flux force, cube axes: 0.619 0.7386 1.081 hbar^2/m
Formula force, cube axes: 0.619 0.7386 1.081 hbar^2/m
Z1, Z2, Z3 at 0.02 nm along jump line: -16.44 -9.76 -12.39
Drift valence along field: -17.59
Electric field: 2.2 V/cm
Force along jump, field along [110]: -3.87 microeV/nm
The same force: -0.6201 fN
Work from site to saddle: -0.4926 microeV
Thermal energy: 32.14 meV
Tilt of force from -E, field along [100]: 14.45 degrees
Neglect: assumed p-wave phase shift: 0.1 rad
Neglect: lone-atom valence ratio with p wave: 0.6802
Neglect: Z1, Z2, Z3 with 4 farther atoms: -17.72 -9.441 -13.42
Neglect: Z1, Z2, Z3 with gate 5% outward: -17.65 -9.95 -12
Neglect: assumed thermal shift per axis: 0.01 nm
Neglect: Z1, Z2, Z3 at thermal shift: -17.4 -10.38 -13.01
Neglect: largest off-diagonal at shift: 0.06558
Neglect: largest Zij-Zji at shift: 0.02633
Neglect: path anisotropy min, max: 0.8682 1.194
Neglect: Z1, Z2, Z3 with anisotropy: -17.57 -10.68 -12.9
Neglect: direct valence +1 over |Z1|, |Z2|, |Z3|: 0.05684 0.09631 0.0765
Neglect: thermal over Fermi energy: 0.004534
Neglect: field energy per free path over Fermi energy: 9.22e-07
Neglect: s-wave Friedel charge (full vacancy needs -1): -0.3183
```
